# Nanowire Growth Without Faster Precursor Decomposition at the Droplet

**Q.** In chemical vapour deposition, a wire grows quickly under a metal droplet while the bare crystal beside it hardly grows. The gas and temperature are the same for both. I conclude that the droplet decomposes the precursor faster.

**A.** That would explain the observation, but so might something else. A growth rate counts atoms built into the crystal. Before that happens a molecule must decompose, the freed atom must reach a growth site, and a new layer must nucleate. The droplet may change the last two steps and leave the first alone.

Suppose every surface (droplet, sidewall, bare crystal) converts a precursor molecule with the same probability \(s\) per impact, and each conversion frees one atom. For precursor pressure \(p\) and molecular mass \(m\), the decomposition rate per area is

\[
J=\frac{s\,p}{\sqrt{2\pi m k T}} .
\]

With atomic volume \(\Omega\), a flat film that keeps every freed atom grows at \(\Omega J\). No flat film fed at this rate can grow faster, so \(\Omega J\) is a strict standard for the wire to beat.

**Q.** If the droplet has no chemical advantage, where would the wire get more atoms than that?

**A.** From the sidewall. Atoms freed there diffuse with diffusivity \(D\) and survive for a mean time \(\tau\) before the reverse reaction returns them to the gas. Far from any sink, arrival balances loss, \(J=n_\infty/\tau\), so the adatom density is \(n_\infty=J\tau\).

Let \(n_{\rm eq}\) be the density in equilibrium with the bulk crystal. I measure chemical potentials from that crystal in units of \(kT\). For dilute adatoms, \(\mu_v=\ln(n_\infty/n_{\rm eq})\); the droplet has \(\mu_l\). Take an isolated cylindrical wire of radius \(R\) and length \(L\), with \(z\) measured from its base. If the sidewall facets do not incorporate atoms,

\[
D\,n''-\frac{n}{\tau}+J=0,\qquad n'(0)=0,\qquad n(L)=n_{\rm eq}e^{\mu_l}.
\]

The first boundary condition says that no atoms cross the base; the second, that adatoms at the droplet's edge are in equilibrium with it. With \(\lambda=\sqrt{D\tau}\), the general solution is

\[
n=n_\infty+a\cosh(z/\lambda)+b\sinh(z/\lambda).
\]

Zero slope at the base gives \(b=0\). The condition at the top gives

\[
a=-\frac{n_\infty-n_{\rm eq}e^{\mu_l}}{\cosh(L/\lambda)} .
\]

The flux towards the droplet is \(-Dn'(L)=-(Da/\lambda)\sinh(L/\lambda)\). I insert \(a\), use \(n_{\rm eq}=n_\infty e^{-\mu_v}\), and multiply by the perimeter:

\[
I_{\rm side}=2\pi R\,\frac{Dn_\infty}{\lambda}\left(1-e^{\mu_l-\mu_v}\right)\tanh\frac{L}{\lambda}.
\]

Since \(Dn_\infty/\lambda=D\tau J/\lambda=\lambda J\),

\[
I_{\rm side}=2\pi R\lambda J\left(1-e^{\mu_l-\mu_v}\right)\tanh\frac{L}{\lambda}.
\]

When \(\mu_l\) lies well below \(\mu_v\), a short wire, \(L\ll\lambda\), delivers \(2\pi RLJ\): nearly every atom freed on its sidewall reaches the droplet. A long wire, \(L\gg\lambda\), delivers \(2\pi R\lambda J\), because atoms freed much farther away than \(\lambda\) are mostly lost first.

**Q.** The droplet also receives molecules directly. Let me keep open the possibility that it is a catalyst.

**A.** Let it free atoms at rate \(cJ\) per area. Then \(c=1\) means no advantage and \(c=0\) an inert surface. I assume that losses from the droplet occur by the reverse of the supply reaction, at a rate proportional to the activity \(e^{\mu_l}\), with the by-product pressure fixed. If the precursor pressure is lowered until gas and crystal are in equilibrium, the forward rate on an ordinary surface is \(J_{\rm eq}=n_{\rm eq}/\tau=Je^{-\mu_v}\). On the droplet it is \(cJ_{\rm eq}\), and the reverse rate at \(\mu_l=0\) must equal it. The reverse rate is therefore \(cJ_{\rm eq}e^{\mu_l}\) in general, and the net gain per area is

\[
cJ-cJe^{-\mu_v}e^{\mu_l}=cJ\left(1-e^{\mu_l-\mu_v}\right).
\]

Now the area. The droplet is a spherical cap on a circle of radius \(R\), with contact angle \(\beta\) measured through the liquid. The sphere's radius is \(R/\sin\beta\) and the cap's height is \(R(1-\cos\beta)/\sin\beta\). The area is \(2\pi\) times their product:

\[
A_{\rm cap}=\frac{2\pi R^2(1-\cos\beta)}{\sin^2\beta}
=\frac{2\pi R^2}{1+\cos\beta},
\]

because \(\sin^2\beta=(1-\cos\beta)(1+\cos\beta)\).

In a steady state all collected atoms enter the wire. Multiplying the total inflow by \(\Omega/(\pi R^2)\) gives the elongation speed

\[
v=\Omega J\left(1-e^{\mu_l-\mu_v}\right)
\left[\frac{2c}{1+\cos\beta}+\frac{2\lambda}{R}\tanh\frac{L}{\lambda}\right].
\tag{1}
\]

**Q.** The bracket can be large even with \(c=1\). But why should atoms flow into the droplet at all? A bare pillar has the same sidewall.

**A.** Equation (1) gives a net inflow when \(\mu_l<\mu_v\). Something must keep removing atoms from the droplet, and that is the nucleation of new layers.

Consider a circular island of radius \(r\) and height \(h\). Its edge costs an energy \(\gamma\) per area, and each atom joining the crystal releases \(\Delta\mu=kT\mu\), where \(\mu\) belongs to the phase that feeds the island. The island contains \(\pi r^2h/\Omega\) atoms, so

\[
G(r)=2\pi rh\gamma-\frac{\pi r^2h}{\Omega}\Delta\mu .
\]

Setting \(G'(r)=2\pi h\gamma-2\pi rh\Delta\mu/\Omega=0\) gives \(r^*=\gamma\Omega/\Delta\mu\). Substituting this back,

\[
G^*=\frac{2\pi h\Omega\gamma^2}{\Delta\mu}-\frac{\pi h\Omega\gamma^2}{\Delta\mu}
=\frac{\pi h\Omega\gamma^2}{\Delta\mu}.
\]

If one nucleus completes each layer, and \(Z\) is the nucleation prefactor per area and time,

\[
v=h\,\pi R^2Z\,e^{-G^*/kT}.
\tag{2}
\]

As \(\mu_l\) rises from zero to \(\mu_v\), speed (2) rises from zero while supply (1) falls to zero. They cross once, which fixes \(\mu_l\) and \(v\). If nucleation is difficult, the crossing lies close to \(\mu_v\) and the inflow nearly stops. Collection and nucleation are thus linked: the droplet is a good collector because the interface beneath it consumes atoms at a low chemical potential.

An island edge against vapour leaves crystal atoms without neighbours; against a liquid metal, some of that bonding is replaced. A lower \(\gamma\) at the liquid-solid interface is therefore reasonable, though here its value is a model choice. I keep \(Z\) equal at both interfaces, so that the comparison isolates \(\gamma\).

**Q.** Put in numbers, with no catalytic advantage.

**A.** I take a temperature and pressure in the range of metal-seeded vapour-liquid-solid growth, and round model values for the rest: 750 K, where \(kT=0.0646\) eV; 10 mTorr of precursor with molecular mass 30 u; and \(s=10^{-4}\). The impingement rate is \(2.34\times10^4\) nm⁻² s⁻¹, so \(J=2.34\) nm⁻² s⁻¹. With \(\Omega=0.02\) nm³, the film ceiling is

\[
\Omega J=0.02\times2.342=0.0468\ \text{nm/s}.
\]

The wire has \(R=25\) nm, \(L=1000\) nm and \(\beta=110^\circ\). With \(D=4\times10^6\) nm²/s and \(\tau=0.01\) s, \(\lambda=200\) nm. The cap term in (1) is 3.04 and the sidewall term is \(2\times200/25=16.0\), since \(\tanh5\) is almost one.

For nucleation I take \(h=0.3\) nm, \(Z=10^6\) nm⁻² s⁻¹, and \(n_\infty/n_{\rm eq}=100\). The step-edge energies are 2 eV/nm² under liquid and 7 eV/nm² under vapour. Solving (1) and (2) together gives driving forces of 0.0574 eV in the droplet and 0.298 eV for distant adatoms. The factor \(e^{\mu_l-\mu_v}\) is 0.0243, and

\[
v=0.04684\times(1-0.0243)\times(3.04+16.0)=0.870\ \text{nm/s}.
\]

That is 52 nm/min, or 18.6 times the film ceiling, with the same decomposition rate per area everywhere. The sidewall provides 84% of the net supply.

The nucleation barriers are

\[
\begin{aligned}
G^*_l&=\frac{\pi(0.3)(0.02)(2)^2}{0.0574}=1.31\ \text{eV}=20.3\,kT,\\
G^*_v&=\frac{\pi(0.3)(0.02)(7)^2}{0.2976}=3.10\ \text{eV}=48.0\,kT.
\end{aligned}
\]

The liquid interface has the lower barrier although its driving force is about five times smaller. The barrier varies as \(\gamma^2/\Delta\mu\), and \(\gamma^2\) is about twelve times smaller there.

**Q.** You changed both collection and nucleation. Which one matters?

**A.** It depends on what the wire is compared with. In the following cases all other parameters are held fixed:

- With an inert cap, \(c=0\), the speed is 15.6 times the film ceiling. The droplet need not decompose any precursor itself.
- Without sidewall diffusion, it is 2.97 times the ceiling, because the curved cap exposes more area than the wire's cross-section.
- With neither diffusion nor extra cap area, it is 0.978 times the ceiling. Easier nucleation alone does not beat the best film.
- A bare pillar top, with the same sidewall but the vapour step energy, grows at about \(10^{-12}\) nm/s. It is dormant.

The last figure is for a top as narrow as the wire, where each layer waits for its own nucleus. On a wide crystal many nuclei share a layer. If they appear at rate \(I=Ze^{-G^*_v/kT}\) per area and their edges collect adatoms from a distance \(\lambda\) on either side, the edges advance at \(u\approx2\lambda\Omega J/h\), and a layer takes a time of order \((Iu^2)^{-1/3}\). The film speed is then of order \(h(Iu^2)^{1/3}\approx5\times10^{-5}\) nm/s, still only about a thousandth of the ceiling. Islands spread a distance of order \((u/I)^{1/3}\), here 0.35 mm, before they meet, so this estimate is for crystals wider than that.

Easier nucleation is thus enough to outgrow a dormant facet. Beating the film ceiling needs extra collection as well.

The liquid step energy need not be as low as 2 eV/nm². Equations (1) and (2) alone let the wire beat the ceiling up to 4.84 eV/nm², but that needs \(\mu_l=4.55\), more than a droplet can hold. If it dissolves 5 nm⁻³ at equilibrium, as assumed below, with activity proportional to concentration, it reaches the density of the pure material, \(1/\Omega=50\) nm⁻³, at \(\mu_l=\ln10=2.3\). The steady state meets this bound at about 3.2 eV/nm², so the usable range ends near there. On the vapour side, the sidewall must stay clean while the wire grows. At constant speed its area after time \(t\) is \(2\pi Rvt\). Integrating to \(t=L/v\) gives \(\pi RL^2/v\), so the expected number of sidewall nuclei is

\[
N_{\rm side}=Ze^{-G^*_v/kT}\,\frac{\pi RL^2}{v}.
\]

This uses the distant-adatom driving force over the whole sidewall, and so overestimates nucleation near the droplet. The estimate is about \(10^{-7}\), and it reaches one at a vapour step energy of 5.73 eV/nm². The barrier grows as the square of the step energy and sits in an exponent, so these dormant rates should be read as indications.

**Q.** Could strong catalysis replace easier nucleation?

**A.** Not under the reversible chemistry assumed here. With \(c=100\) and the vapour step energy at the droplet interface, the speed is at most about \(10^{-12}\) nm/s. Catalysis speeds both directions of the reaction, so it cannot lift \(\mu_l\) above \(\mu_v\), and the barrier cannot fall below \(48\,kT\).

The conclusion can fail if decomposition is irreversible. Take a droplet isolated from the sidewall, which gains atoms at \(cJ\) per area and loses them by an unrelated route at \(k_de^{\mu_l}\). With negligible growth, \(cJ=k_de^{\mu_l}\), hence

\[
\mu_l=\ln(J/k_d)+\ln c .
\]

Now catalysis raises the supersaturation. If \(c=1\) gave \(\mu_l=1\), then \(c=e\approx2.7\) would double it and halve the barrier. The rise has a limit: in a stable liquid mixture, \(\mu_l\) cannot exceed the value for the pure, undercooled melt of the wire material, which is only a few \(kT\) for silicon or germanium at 750 K. So I am not claiming that catalysis cannot promote a wire, but that fast growth alone does not demonstrate it.

**Q.** Then what measurement would separate the two explanations?

**A.** Changing the radius helps. Suppose sidewall diffusion is absent and the cap alone supplies the wire. To match the speed above, the catalyst needs \(3.04\,c=19.04\), or \(c=6.26\). At \(R=25\) nm the two wires cannot be told apart by speed.

Now double \(R\), holding \(L\), \(\lambda\), \(\beta\) and the gas conditions fixed. The sidewall term halves from 16 to 8, while the cap term is unchanged. The collecting wire slows to 0.58 of its former speed; the speed of the catalytic rival changes by only about 0.1%.

A speed that falls as \(1/R\) towards a constant therefore argues against supply through the cap alone and is what sidewall collection predicts while supply limits growth, that is, while \(\mu_l\) lies well below \(\mu_v\). When nucleation limits growth the trend weakens or reverses, because (2) rises as \(R^2\), so the absence of a \(1/R\) fall does not rule out collection. It does not exclude catalysis. Intact precursor molecules might diffuse along the sidewall and decompose at the droplet, or decomposition might be fastest along the droplet's edge, whose length per cross-section also varies as \(1/R\). Telling these apart needs separate evidence.

**Q.** You have treated the droplet as a steady reservoir and ignored the energy of the wire's own surface. Does the result survive?

**A.** Lengthening the wire by \(dL\) creates sidewall area \(2\pi R\,dL\) and adds \(\pi R^2dL/\Omega\) atoms. The cost per atom is \(2\gamma_s\Omega/R\). With the sidewall energy \(\gamma_s\) set to 7 eV/nm², this is 0.0112 eV, a fifth of the droplet's driving force. Yet the speed falls by just 0.5%. The droplet's dissolved content rises by a factor of about \(e^{0.0112/0.0646}=1.19\) until nucleation recovers, and the supply is little affected because \(e^{\mu_l-\mu_v}\) remains small.

Each layer takes 0.345 s and removes about 4% of the dissolved atoms, if the droplet holds 5 nm⁻³ at equilibrium and activity is proportional to concentration. A simulation of 10,000 random nucleation events, with this depletion included, reproduced the steady speed to within 0.05%. This mainly reflects atom balance: growth here is limited by supply, and even a hundredfold change in \(Z\) moves the speed by less than 1%. An absorbing base would reduce the sidewall inflow by 1.4% at fixed \(\mu_l\).

The separation of scales also holds. Diffusion across the droplet takes about a microsecond for an assumed liquid diffusivity of \(10^9\) nm²/s. At a total pressure of 1 Torr, and for molecules taken as 0.3 nm across, the gas mean free path is about 190 μm, far longer than the wire.

**Q.** How close is this to a real reactor?

**A.** Radii of tens of nanometres and speeds of tens of nanometres per minute can be reached in this process, though speeds vary widely with precursor and temperature. The reaction probability, diffusion length and step energies are much less certain. The reversible supply with \(n_\infty/n_{\rm eq}=100\) is a model choice too. Silane under these conditions is millions of times or more above equilibrium with silicon, so its reverse reaction is negligible. The nucleation barriers found here then do not apply, nor does a diffusion length set by the reverse reaction, so the factor of 18.6 is not a prediction for silane. A clean sidewall also needs another cause, such as a layer of adsorbed hydrogen. Real steps can cost far less than the 7 eV/nm² used here, and defects supply ready-made steps, so real films and sidewalls need not be dormant. Hydrogen or halogen on the sidewall can also shorten \(\lambda\). If that removed sidewall diffusion completely, the model's advantage over the film ceiling would drop from 18.6 to 2.97. In dense arrays, neighbouring wires compete for precursor, which the isolated-wire model omits. A real droplet may also catalyse; in (1), each unit added to \(c\) adds 3.04 to the bracket.

**Q.** So when I see a fast wire beside a slow film, what may I conclude?

**A.** That atoms are incorporated faster under the droplet. To claim faster decomposition, you would need to measure the conversion rate per area on droplet and crystal, or show that collection and nucleation cannot account for the difference. The numerical output below gives the values for this case.

## Table of computed values

```
Temperature: 750 K
Thermal energy kT: 0.06463 eV
Precursor pressure: 10 mTorr
Precursor molecular mass: 30 u
Reaction probability, all surfaces: 0.0001
Impingement rate: 2.342e+04 nm^-2 s^-1
Decomposition rate J: 2.342 nm^-2 s^-1
Wire radius, length: 25, 1000 nm
Contact angle: 110 degrees
Atomic volume, layer height: 0.02 nm^3, 0.3 nm
Adatom D, lifetime: 4e+06 nm^2/s, 0.01 s
Adatom diffusion length: 200 nm
Adatom density far away: 0.02342 nm^-2
Adatom saturation ratio: 100
Step energy liquid, vapour: 2.0, 7.0 eV/nm^2
Nucleation prefactor, both: 1e+06 nm^-2 s^-1
Cap area / wire cross-section: 3.04
Sidewall term 2 lam/R tanh(L/lam): 16
Driving force droplet, adatoms: 0.0574, 0.2976 eV
Reverse factor exp(mu_l-mu_v): 0.0243
Barrier liquid, vapour: 1.314, 3.103 eV
Barrier/kT liquid, vapour: 20.33, 48.02
Critical island radius, liquid: 0.697 nm
Film speed ceiling: 0.04684 nm/s
Film speed ceiling: 2.81 nm/min
Wire speed, no catalysis (c=1): 0.87 nm/s
Wire speed, no catalysis (c=1): 52.2 nm/min
Wire speed / film ceiling: 18.58
Sidewall share of net supply: 84 %
Inert cap (c=0): speed / ceiling: 15.61
No sidewall diffusion: speed / ceiling: 2.971
No extra collection: speed / ceiling: 0.9783
Bare pillar top speed: 8.3e-13 nm/s
c=100, vapour step energy: speed: 8.3e-13 nm/s
Largest step energy beating film: 4.84 eV/nm^2
Step energy for one sidewall nucleus: 5.73 eV/nm^2
Expected sidewall nuclei in growth: 1.3e-07
c of equally fast catalytic rival: 6.26
Double R: collecting wire speed ratio: 0.581
Double R: catalytic rival speed ratio: 1
Stochastic / steady wire speed: 1.0003
Stochastic / steady dissolved stock: 0.9909
Dissolved density at equilibrium: 5 nm^-3
Droplet stock used by one layer: 4.12 %
Surface-energy cost per atom: 0.0112 eV
Speed change from surface energy: -0.47 %
Sidewall inflow change, absorbing base: -1.4 %
Time per layer: 0.345 s
Assumed liquid diffusivity: 1e+09 nm^2/s
Diffusion time across droplet: 1.3e-06 s
Gas pressure, molecule size: 1.0 Torr, 0.3 nm
Gas mean free path: 194 um
Tip motion per lifetime / lam: 4.4e-05
```
